\section*{Gap states at a metal contact from the linking Green function}

\section{Two orbitals beside a metal}

Let a semiconductor consist of two orbitals. Orbital $c$, at energy zero, touches a metal; orbital $1$, at energy $\varepsilon$, is joined to $c$ by a real hopping $t$ and does not touch the metal. The metal acts on $c$ through a complex self-energy $\Sigma(E)$, with broadening $\Gamma=-2\,\mathrm{Im}\,\Sigma\ge 0$. Write $a=E-\varepsilon$ and $b=E-\Sigma$. The Green function is the inverse of a two-by-two matrix:
\begin{equation}
G=\begin{pmatrix} b&-t\\-t&a\end{pmatrix}^{-1}
=\frac1D\begin{pmatrix} a&t\\t&b\end{pmatrix},\qquad D=ab-t^2 .
\end{equation}
Thus $G_{11}=b/D$ and $G_{1c}=t/D$. Since $a$ and $t$ are real,
\begin{equation}
\mathrm{Im}\,G_{11}=\frac{\mathrm{Im}\,[b(ab^*-t^2)]}{|D|^2}
=-\frac{t^2\,\mathrm{Im}\,b}{|D|^2}=-\frac{\Gamma}{2}\,\frac{t^2}{|D|^2},
\end{equation}
because $a|b|^2$ is real and $\mathrm{Im}\,b=\Gamma/2$. Hence
\begin{equation}
-2\,\mathrm{Im}\,G_{11}=\Gamma|G_{1c}|^2 .
\end{equation}
Orbital $1$ has spectral weight at $E$ only through its link to $c$. The exception is also visible. If $t=0$, the right side vanishes, yet orbital $1$ still has a sharp level at $\varepsilon$. That level is a bound state, and the formula does not count it. The same happens for $t\ne0$ at an energy where $\Gamma=0$ and $D=0$.

\section{The general statement}

Take independent electrons, or electrons in a static mean field, in an orthonormal basis. The Hamiltonian is $H=H_M+H_S+V+V^\dagger$, where $V=|c\rangle\langle v|$ joins the metal to one semiconductor orbital $c$, and $|v\rangle$ is a metal vector that carries the coupling strength. $H_S$ has a bulk gap, in which it may have isolated levels of finite degeneracy. Set $z=E+i\eta$ with $\eta\to0^+$, and define
\begin{equation}
G(z)=(z-H)^{-1},\qquad A_{jj}=-2\,\mathrm{Im}\,G_{jj}.
\end{equation}
The density of states on site $j$, per spin, is $A_{jj}/2\pi$.

Let $G_S$ and $G_{MS}$ be the blocks of $G$ that start in the semiconductor. The equation $(z-H)G=1$ gives
\begin{align}
(z-H_S)G_S-|c\rangle\langle v|G_{MS}&=1,\\
(z-H_M)G_{MS}-|v\rangle\langle c|G_S&=0 .
\end{align}
Solving the second line for $G_{MS}$ and inserting it in the first yields
\begin{equation}
G_S=\big(z-H_S-\Sigma P\big)^{-1},\quad P=|c\rangle\langle c|,\quad
\Sigma(z)=\langle v|(z-H_M)^{-1}|v\rangle .
\label{eff}
\end{equation}
From here $G$ means this semiconductor block. The claim is
\begin{equation}
\boxed{A_{jj}(E)=\Gamma(E)\,|G_{jc}(E)|^2}
\label{law}
\end{equation}
for every semiconductor site $j$ and every $E$ in the bulk gap at which $\Sigma(E+i0)$ is finite and the coupled system has no bound state. Where $\Gamma=0$, $E$ is also taken to lie outside the metal's spectrum. Time-reversal symmetry is not needed.

The formula has a direct reading. With $H_M|q\rangle=E_q|q\rangle$, the definition of $\Sigma$ gives $\Gamma=2\pi\sum_q|\langle v|q\rangle|^2\delta(E-E_q)$. A metal state $|q\rangle$ acquires the amplitude $G_{jc}\langle v|q\rangle$ on site $j$. Squaring it and summing over metal states at energy $E$ gives (\ref{law}). The gap states are the tails of metal states.

\section{First derivation: subtracting inverses}

At finite $\eta$, equation (\ref{eff}) gives
\begin{equation}
G^{-1}-(G^{-1})^\dagger=2i\eta-(\Sigma-\Sigma^*)P=i(2\eta+\Gamma P),
\end{equation}
since $H_S$ is Hermitian and $\Sigma-\Sigma^*=-i\Gamma$. For any invertible $G$,
\begin{equation}
G-G^\dagger=G\big[(G^\dagger)^{-1}-G^{-1}\big]G^\dagger
=-i\,G(2\eta+\Gamma P)G^\dagger .
\end{equation}
Multiply by $i$ and take the diagonal element. As $i(G-G^\dagger)_{jj}=-2\,\mathrm{Im}\,G_{jj}$,
\begin{equation}
A_{jj}=\Gamma|G_{jc}|^2+2\eta\sum_{k\in S}|G_{jk}|^2 .
\label{identity}
\end{equation}
This holds at any energy. The gap is needed to remove the last term, whose sum equals $(GG^\dagger)_{jj}\le\|G\|^2$. It is enough that $\|G\|$ stays bounded as $\eta\to0$.

Let $Q$ project on the levels of $H_S$ at $E$, with $Q=0$ if there are none. Then $B=E-H_S+Q$ has a bounded inverse: it equals one on those levels, and elsewhere $E$ is a finite distance from the spectrum. With $\Sigma=\Sigma(E+i0)$,
\begin{equation}
E-H_S-\Sigma P=B\,(1-F),\qquad F=B^{-1}(Q+\Sigma P).
\end{equation}
$F$ maps onto a finite-dimensional space, so inverting $1-F$ is a problem of finite matrices: the inverse exists and is bounded unless there is a null vector $\phi$. Such a vector obeys
\begin{equation}
(H_S+\Sigma P)\phi=E\phi .
\end{equation}
Take the scalar product with $\phi$. The imaginary part is $-\tfrac12\Gamma|\phi_c|^2=0$.

If $\Gamma>0$, then $\phi_c=0$ and $H_S\phi=E\phi$. Since the metal is reached through $c$ alone, $\phi$ is an eigenstate of the whole system: a bound state with a node on the contacted orbital. If $\Gamma=0$, with $E$ outside the metal's spectrum, $\phi$ together with the metal part $(E-H_M)^{-1}|v\rangle\phi_c$ is a normalizable eigenstate of $H$, again a bound state. Both cases are excluded by assumption, so the inverse at $E$ is bounded. At small $\eta$ the operator $z-H_S-\Sigma(z)P$ differs from its limit by a term of vanishing norm, so its inverse stays bounded too. The last term of (\ref{identity}) is therefore of order $\eta$, and (\ref{law}) follows.

At a bound state $\phi$ of unit norm in the whole system, $G$ contains $\phi_j\phi_k^*/(z-E_b)$. Its contribution to $A_{jj}$ is
\begin{equation}
|\phi_j|^2\frac{2\eta}{(E-E_b)^2+\eta^2}\longrightarrow 2\pi|\phi_j|^2\delta(E-E_b),
\end{equation}
which must be added to (\ref{law}).

A node state can be built explicitly. Attach two equal chains to $c$, each with site energy zero and alternating bonds of 0.8 and 1.6 eV, the weak bond first. At $E=0$ each separate chain has a surface state on its odd sites. The equation on site 2 is $0.8\,\psi_1+1.6\,\psi_3=0$, so the weight falls by a factor $1/4$ from one odd site to the next, and the first site holds $1-1/4=3/4$ of it. The odd combination of the two surface states cancels on $c$, stays bound inside the metal band, and has weight $3/8$ on each first site. A numerical inversion at $\eta=10^{-4}$ eV gives 0.375 for $\eta/2$ times the part of $A_{11}$ that (\ref{law}) misses, as the Lorentzian above requires.

\section{Second derivation: dressing the isolated semiconductor}

Now begin with the isolated semiconductor, $g(E)=(E-H_S)^{-1}$, at a real gap energy that is not a level of $H_S$. There $g$ is bounded and Hermitian, so $g_{jj}$ and $g_{cc}$ are real and $g_{cj}=g_{jc}^*$. From $G^{-1}=g^{-1}-\Sigma P$ follows $G=g+g\Sigma PG$, or
\begin{equation}
G_{jk}=g_{jk}+g_{jc}\Sigma\,G_{ck}.
\end{equation}
Setting $j=c$ gives $G_{ck}=g_{ck}/(1-\Sigma g_{cc})$. Inserting this back,
\begin{equation}
G_{jj}=g_{jj}+|g_{jc}|^2\frac{\Sigma}{1-\Sigma g_{cc}},\qquad
G_{jc}=\frac{g_{jc}}{1-\Sigma g_{cc}} .
\label{dressed}
\end{equation}
The denominator cannot vanish when $\Gamma>0$. The imaginary part of $1-\Sigma g_{cc}$ is $\tfrac12\Gamma g_{cc}$; if it is zero then $g_{cc}=0$, and the real part is one. Since $g_{jj}$ is real,
\begin{equation}
\mathrm{Im}\,G_{jj}=|g_{jc}|^2\frac{\mathrm{Im}[\Sigma(1-\Sigma^*g_{cc})]}{|1-\Sigma g_{cc}|^2}
=\mathrm{Im}\,\Sigma\;\frac{|g_{jc}|^2}{|1-\Sigma g_{cc}|^2},
\end{equation}
because $|\Sigma|^2g_{cc}$ is real. Multiplication by $-2$ gives $\Gamma|G_{jc}|^2$.

An isolated surface level $E_s$ with eigenvector $s$ and $s_c\ne0$ needs a limit. Near it, with $\delta=E-E_s$, $g_{jk}=s_js_k^*/\delta+r_{jk}$ with $r$ finite. Written over one denominator, (\ref{dressed}) reads
\begin{equation}
G_{jj}=\frac{g_{jj}(\Sigma^{-1}-g_{cc})+g_{jc}g_{cj}}{\Sigma^{-1}-g_{cc}} .
\end{equation}
In the numerator the $\delta^{-2}$ terms, $-|s_j|^2|s_c|^2$ and $+|s_j|^2|s_c|^2$, cancel. Numerator and denominator both grow as $1/\delta$, so $G_{jj}$ is finite. Similarly $G_{jc}\to-s_j/(\Sigma s_c)$. Both sides of (\ref{law}) are continuous at $E_s$ and agree on either side of it, so they agree there:
\begin{equation}
A_{jj}(E_s)=\frac{\Gamma}{|\Sigma|^2}\,\frac{|s_j|^2}{|s_c|^2}.
\end{equation}
For $\Gamma>0$ the surface level is no longer sharp, and the law includes its weight. Weak coupling leaves a narrow resonance; strong coupling can shift and spread it until no peak remains in the gap.

\section{What each derivation assumes}

The first derivation assumes little about energy. Identity (\ref{identity}) holds in bands and gaps and keeps its meaning when $\eta$ is a real lifetime broadening. The gap enters through the bound on $\|G\|$, and surface levels need no separate treatment. If several orbitals touch the metal, $\Gamma P$ becomes a matrix and the same subtraction gives $A_{jj}=\sum_{ab}G_{ja}\Gamma_{ab}G_{jb}^*$; a single squared modulus is then in general no longer enough. For a laterally periodic contact with one contacted orbital per cell, the scalar law holds at each lateral wave vector.

The second derivation assumes more at the outset: a real energy off the spectrum of $H_S$, so that $g$ is Hermitian. In return it separates the two materials. The profile $|g_{jc}|^2$ belongs to the semiconductor; the metal enters only through the common factor $\Gamma/|1-\Sigma g_{cc}|^2$. At fixed energy and fixed $H_S$, with one contacted orbital, changing the metal rescales all sites alike and leaves the decay into the semiconductor unchanged. For a periodic contact this holds at each lateral wave vector separately; the factor depends on the wave vector, so the summed profile does change with the metal.

\section{A chain with a gap}

Let the semiconductor be a half-infinite chain of layers with spacing $d$, hopping $t$ and site energies $+m,-m,+m,\dots$, where $c$ is the first site. The gap is $2m$. Let $g_\pm$ be the end-site Green function of an isolated half-chain that begins with $\pm m$. Removing the end site leaves a half-chain of the other kind, so
\begin{equation}
g_+=\frac1{E-m-t^2g_-},\qquad g_-=\frac1{E+m-t^2g_+}.
\end{equation}
Clearing fractions, $(E-m)g_+=1+t^2g_+g_-=(E+m)g_-\equiv y$. Beyond site $j$ the chain is driven through its end by $tG_{jc}$, so $G_{j+1,c}=t\,g_\mp G_{jc}$, with the sign of site $j+1$. Two layers multiply the amplitude by $t^2g_+g_-=y-1$. Define $\kappa$ by $1-y=e^{-2\kappa d}$. Since $g_+g_-=-y^2/(m^2-E^2)$,
\begin{equation}
\big(1-e^{-2\kappa d}\big)^2=\frac{m^2-E^2}{t^2}\,e^{-2\kappa d}
\;\Rightarrow\;
\sinh\kappa d=\frac{\sqrt{m^2-E^2}}{2t},
\end{equation}
where the last step takes the square root and divides by $2e^{-\kappa d}$, with $\kappa>0$ for a decaying solution. From one site to the next of the same kind, the density falls as $e^{-2\kappa x}$, with decay length $1/2\kappa$.

Two limits show the range. Near a band edge $\kappa\simeq\sqrt{m^2-E^2}/(2td)\to0$ and the tails become long. For $m\gg t$ at midgap, $e^{-\kappa d}\simeq t/m$, one factor of hopping over energy cost per layer.

In a band, $\kappa=iq$ gives $E^2=m^2+4t^2\sin^2 qd$, so the band-edge mass is $m_*=\hbar^2m/(4t^2d^2)$. There $g_-$ is complex and the semiconductor feeds $c$ as well. From $G_{cc}=(E-m-\Sigma-t^2g_-)^{-1}$,
\begin{equation}
A_{cc}=(\Gamma+\Gamma_R)|G_{cc}|^2,\qquad \Gamma_R=-2t^2\,\mathrm{Im}\,g_- ,
\end{equation}
and (\ref{law}) misses the share $\Gamma_R/(\Gamma+\Gamma_R)$.

\section{Numbers in the regime of silicon}

Silicon has a gap of about 1.1 eV and a lattice constant of about 0.54 nm. The model takes a gap of 1.12 eV, so $m=0.56$ eV, and a lattice constant of 0.543 nm, so $d=0.1358$ nm for (100) layers. The hopping $t=1.2$ eV is a round choice and gives $m_*=0.40$ electron masses. The metal is a half-infinite chain with band centre $e_M=-1$ eV, hopping $t_M=3$ eV and contact hopping $t_c=1.5$ eV. Its end-site function solves $t_M^2g_M^2-(E-e_M)g_M+1=0$. The retarded root at midgap, $E=0$, gives
\begin{equation}
\Sigma=t_c^2g_M=2.25\,\frac{1-i\sqrt{35}}{18}=0.125-0.740\,i\ \text{eV},\quad
\Gamma=1.479\ \text{eV}.
\end{equation}
On the semiconductor side $\sinh\kappa d=0.56/2.4$, so $\kappa=1.70$ nm$^{-1}$ and the decay length is 0.29 nm. At midgap $y=(m/t)e^{-\kappa d}$, hence $g_{cc}=-e^{-\kappa d}/t=-0.661$ eV$^{-1}$. Then $1-\Sigma g_{cc}=1.083-0.489\,i$, $|G_{cc}|=0.5566$ eV$^{-1}$, and
\begin{equation}
A_{cc}=1.479\times0.5566^2=0.458\ \text{eV}^{-1}.
\end{equation}
At 0.54 nm the law gives 0.0720 eV$^{-1}$, and at 2.17 nm $2.8\times10^{-4}$ eV$^{-1}$. At $E=0.3$ eV the decay length is 0.35 nm, longer because the band edge is nearer.

The spectral function can also be found without any Green function, by diagonalizing a closed chain of 1500 metal and 200 semiconductor sites. Weighting $2\pi|\psi_j|^2$ with a normalized Gaussian of width 0.05 eV about midgap gives 0.4616 eV$^{-1}$ on $c$ and $2.907\times10^{-4}$ eV$^{-1}$ sixteen layers in. Averaging (\ref{law}) with the same Gaussian gives the same figures.

Two changes show the limits of the law. At $E=1.0$ eV, inside the upper band, it misses 46\% of $A_{cc}$. If the metal band centre is moved to $+8$ eV, the metal band no longer overlaps the gap and $\Gamma=0$ there. The condition $\Sigma g_{cc}=1$ then gives a bound state at 0.481 eV, with weight 0.35 on $c$.

To estimate an areal density, let each surface atom, of area 0.1474 nm$^2$, begin its own independent chain. The contact site has $0.458/2\pi=0.0729$ states per eV and spin. Summing the geometric series over layers and counting both spins,
\begin{equation}
D=\frac{2}{0.1474}\,\frac{0.0729}{1-e^{-2\kappa d}}
=2.7\ \text{eV}^{-1}\text{nm}^{-2}=2.7\times10^{14}\ \text{eV}^{-1}\text{cm}^{-2}.
\end{equation}

\section{The model beside a real contact}

The model's gap and lattice constant are close to those of silicon, but silicon has an indirect gap, anisotropic masses and several orbitals per atom, and a real metal or silicide touches more than one of them. The decay length is therefore good to a factor of a few. With gap and spacing held fixed, hoppings that reproduce masses of 0.19 and 0.92 give 0.42 and 0.20 nm. With $t$ held fixed, a gap of 3.4 eV, roughly the direct gap, gives 0.10 nm; this shows only how the model length responds to the gap. It is not an estimate for other lateral wave vectors: a direct gap of this size occurs at the zone centre, and on a (100) face the valleys with the light mass along the normal lie at nonzero lateral wave vector. That dependence must be taken from the complex band structure of silicon. A further large omission is the potential of the gap-state charge. Its mean depth $\bar x$ is 0.23 nm, and with a relative permittivity of 11.7, a model input near the bulk value, the potential drop $e^2D\bar x/(\epsilon_r\epsilon_0)$ is 0.95 eV per eV of level shift, or about 0.1 eV for a shift of 0.1 eV. This estimate places the compensating charge in the plane of $c$; in a contact that charge lies in the metal, and the added distance increases the drop. The bulk permittivity is also only a rough guide over a distance as short as $\bar x$. A quantitative contact calculation must therefore find $H_S$ self-consistently. The law still holds for the resulting static $H_S$ at energies in its bulk gap, but the numbers change. Where band bending opens a bulk band at the chosen energy, the semiconductor adds a part of its own, which is small at the contact only if the barrier is thick.

Other effects are smaller near the interface. Take donors at $10^{17}$ cm$^{-3}$, a band density of $2.8\times10^{19}$ cm$^{-3}$, 300 K, and a Fermi level at midgap at the contact. The doping is non-degenerate, and the bulk band edge lies $kT\ln(280)=0.146$ eV above the Fermi level. In the full-depletion approximation the bands bend by 0.414 eV over 73 nm, with a peak field of 0.11 MV/cm, below a rough breakdown field of 0.3 MV/cm. They shift by 3 meV over one decay length. At midgap no bulk band is open. At 0.3 eV above it one is, but the tunnelling factor $\exp(-2\int\kappa\,dx)$ through 29 nm is about $10^{-24}$ with the model mass of 0.40. The exponent scales roughly as the square root of the mass, giving about $10^{-17}$ for 0.19 and $10^{-36}$ for 0.92, negligible in each case. Across $\pm2kT$ about midgap, $A_{cc}$ rises almost linearly from 0.40 to 0.52 eV$^{-1}$. In a thermal average with weight $-\partial f/\partial E$, where $f$ is the Fermi function centred at midgap, the rise largely cancels, and the midgap value on $c$ is good to about 1\%.

A constant lifetime broadening, if one is assumed, limits the depth to which the metal term dominates. A rough scattering time of 0.1 ps gives $\eta=\hbar/2\tau=3.3$ meV. With this constant $\eta$ on the semiconductor sites, the last term of (\ref{identity}) exceeds the metal term from 1.4 nm inward. A constant $\eta$ extends Lorentzian tails of the bands into the gap, so this depth follows from the assumption of a constant $\eta$ and is not a property of silicon. A broadening from elastic scattering is proportional to the local density of states, decays into the semiconductor along with the tails, and sets no such floor. Beyond it, the computed spectral function mostly reflects the assumed lifetime and not the metal.
